# Lanczos Exciton Spectra as Gauss Quadrature and the Generalized Averaged Rule, part 1

(Sections cited here and not found follow in the second part.)

## First half: one set of coefficients, two quadrature rules

**Q:** After twenty Lanczos steps on a Bethe-Salpeter matrix of dimension 801 you draw an absorption spectrum from twenty poles. Most of those poles are not excitation energies of the matrix. What does the curve represent?

**A:** It is a numerical integral. To see of what, we need the absorption formula, so let me fix the setting. I use the Tamm-Dancoff approximation, in which the coupling between excitation and de-excitation is dropped. The matrix \(H\) is then Hermitian in the space of electron-hole pairs, with \(H|\lambda\rangle=E_\lambda|\lambda\rangle\), orthonormal \(|\lambda\rangle\) and all \(E_\lambda>0\). The vector \(d\) holds the dipole lengths of the pairs along the field direction. For a spin singlet the two spin channels enter with amplitude \(1/\sqrt2\) each, so the dipole moment between ground state and exciton has magnitude \(|p_\lambda|=\sqrt2\,e\,|\langle\lambda|d\rangle|\).

A field component \(F e^{-i\omega t+\eta t/\hbar}\), switched on slowly, couples through \(-pF\). To first order the exciton amplitude \(c_\lambda\) obeys

\[
i\hbar\dot c_\lambda=E_\lambda c_\lambda-p_\lambda F e^{-i\omega t+\eta t/\hbar}.
\]

The solution has the time dependence of the field, so the left side equals \((\hbar\omega+i\eta)c_\lambda\), and

\[
c_\lambda=\frac{p_\lambda F e^{-i\omega t+\eta t/\hbar}}{E_\lambda-\hbar\omega-i\eta}.
\]

The resonant induced dipole is \(\sum_\lambda p_\lambda^*c_\lambda\). Dividing it by the volume \(V\) and by \(\varepsilon_0\) times the field gives the susceptibility. Its imaginary part is

\[
\varepsilon_2(\omega)=\frac{1}{\varepsilon_0V}\sum_\lambda|p_\lambda|^2\frac{\eta}{(\hbar\omega-E_\lambda)^2+\eta^2}
=\frac{2\pi e^2}{\varepsilon_0V}\sum_\lambda|\langle\lambda|d\rangle|^2L_\eta(\hbar\omega-E_\lambda),
\]

with the unit-area Lorentzian \(L_\eta(x)=(\eta/\pi)/(x^2+\eta^2)\). The field here is the macroscopic field, which is why the exchange part of \(H\) must omit its long-range component.

**Q:** That is a sum over eigenstates. Where is the integral?

**A:** Collect the oscillator strengths in a normalized measure:

\[
d\mu(E)=\sum_\lambda\frac{|\langle\lambda|d\rangle|^2}{\|d\|^2}\,\delta(E-E_\lambda)\,dE,\qquad \int d\mu=1.
\]

Then

\[
\varepsilon_2(\omega)=C\int L_\eta(\hbar\omega-E)\,d\mu(E),\qquad C=\frac{2\pi e^2\|d\|^2}{\varepsilon_0V}.
\]

The constant \(C\) has the unit of energy and \(L_\eta\) that of inverse energy, so \(\varepsilon_2\) is dimensionless. For any function \(f\),

\[
\int f\,d\mu=\langle q_1|f(H)|q_1\rangle,\qquad q_1=d/\|d\|,
\]

because inserting the eigenstates of \(H\) reproduces the sum. The task is to integrate a Lorentzian against \(\mu\) without knowing the eigenstates.

**Q:** And Lanczos enters as a way to approximate \(f(H)\)?

**A:** Yes. Lanczos builds orthonormal vectors from \(q_1\) by

\[
\beta_jq_{j+1}=Hq_j-\alpha_jq_j-\beta_{j-1}q_{j-1},\qquad \alpha_j=\langle q_j|Hq_j\rangle,
\]

with \(\beta_0=0\) and \(\beta_j>0\) chosen to normalize \(q_{j+1}\).

**Q:** Why is it enough to subtract two vectors? \(Hq_j\) could overlap with all the earlier ones.

**A:** Hermiticity forbids it. For \(i<j-1\) we have \(\langle q_i|Hq_j\rangle=\langle Hq_i|q_j\rangle\). By the recurrence \(Hq_i\) lies in the span of \(q_1,\dots,q_{i+1}\), and \(q_j\) is orthogonal to all of these since \(i+1<j\). For \(i=j-1\) the same step gives \(\langle Hq_{j-1}|q_j\rangle=\beta_{j-1}\), the coefficient that is subtracted.

Thus \(H\) acts on the vectors \(q_j\) as a tridiagonal matrix \(J\) with diagonal \(\alpha_j\) and couplings \(\beta_j\). If the recurrence is carried on until it terminates, the \(q_j\) span a space that \(H\) maps into itself, and

\[
\int f\,d\mu=[f(J)]_{11}.
\]

The many-pair problem has become a particle on a half-line of sites: \(\alpha_j\) is the energy of site \(j\), and \(\beta_j\) is the hopping between \(j\) and \(j+1\).

**Q:** You stop long before termination.

**A:** Then \(J\) is replaced by its leading \(k\times k\) block \(T_k\). Diagonalize it, with eigenvalues \(\theta_i\) and normalized eigenvectors \(y_i\):

\[
[f(T_k)]_{11}=\sum_{i=1}^{k}w_i f(\theta_i),\qquad w_i=|(y_i)_1|^2 .
\]

This is a quadrature rule with nodes \(\theta_i\) and weights \(w_i\). I write \(G[T_k]\) for it. Your twenty poles are the nodes.

**Q:** Any set of poles and weights is a quadrature rule. What singles this one out?

**A:** The number of moments it reproduces. Expand \([J^m]_{11}\) as a matrix product. Each term is a closed walk of \(m\) steps that starts and ends at site 1. Staying at site \(j\) contributes a factor \(\alpha_j\), and crossing between \(j\) and \(j+1\) contributes \(\beta_j\). The matrix \(T_k\) lacks site \(k+1\). To reach that site and return takes \(k\) steps out and \(k\) steps back. All walks with \(m\le2k-1\) are therefore present in \(T_k\), and the rule integrates every polynomial of degree up to \(2k-1\) without error.

At \(m=2k\) one walk is missing, the one that goes straight out and straight back, so

\[
\int E^{2k}d\mu-G[T_k](E^{2k})=\prod_{j=1}^{k}\beta_j^2 .
\]

No rule with \(k\) nodes can do better. The polynomial \(\prod_i(E-\theta_i)^2\) has degree \(2k\) and vanishes at all nodes, while its integral is positive if \(\mu\) has more than \(k\) points. The rule with this highest degree is the Gauss rule.

**Q:** The right side of that error contains \(\beta_k\), yet \(T_k\) has couplings up to \(\beta_{k-1}\). Do you need another product with \(H\) to get it?

**A:** No. The \(k\)-th product \(Hq_k\) gives \(\alpha_k\), and after the subtractions the norm of the remainder is \(\beta_k\). So \(k\) products give \(\alpha_1,\dots,\alpha_k\) and \(\beta_1,\dots,\beta_k\). The Gauss rule leaves the last number unused.

**Q:** One spare number cannot describe a longer chain. The next site energy, \(\alpha_{k+1}\), is unknown.

**A:** It is unknown, and something has to be assumed. The Gauss rule also makes an assumption: it sets \(\beta_k=0\), which places a hard wall behind site \(k\). An alternative is to keep \(\beta_k\) and to continue the chain with its own mirror image about site \(k\):

\[
\hat\alpha_{k+j}=\alpha_{k-j}\quad(1\le j\le k-1),\qquad
\hat\beta_k=\beta_k,\qquad
\hat\beta_{k+j}=\beta_{k-1-j}\quad(1\le j\le k-2).
\]

The result is a tridiagonal matrix \(\hat T\) of order \(2k-1\), for \(k\ge2\). For \(k=3\) its diagonal reads \(\alpha_1,\alpha_2,\alpha_3,\alpha_2,\alpha_1\) and its couplings are \(\beta_1,\beta_2,\beta_3,\beta_1\). The mirror symmetry is complete except next to the centre, where \(\beta_{k-1}\) stands on the left and the true \(\beta_k\) on the right. The rule \(Q[f]=[f(\hat T)]_{11}\) is called the generalized averaged Gauss rule.

**Q:** Why "averaged"? I see one matrix, not an average.

**A:** The near-symmetry splits the matrix in two. Let \(j'=2k-j\) be the mirror partner of site \(j<k\), let \(e_j\) be the unit vectors, and put \(s^2=\beta_{k-1}^2+\beta_k^2\). Define

\[
u_j=\frac{\beta_{k-1}e_j+\beta_ke_{j'}}{s},\qquad
v_j=\frac{\beta_ke_j-\beta_{k-1}e_{j'}}{s}.
\]

Both are normalized by the choice of \(s\). They are orthogonal because \(\beta_{k-1}\beta_k-\beta_k\beta_{k-1}=0\). Inside the two wings \(\hat T\) acts on \(e_j\) and on \(e_{j'}\) with the same coefficients, so \(u_1,\dots,u_{k-1}\) and \(v_1,\dots,v_{k-1}\) each form a chain with the coefficients of \(T_{k-1}\). What remains is the coupling to the centre. There

\[
\langle e_k|\hat T|e_{k-1}\rangle=\beta_{k-1},\qquad \langle e_k|\hat T|e_{(k-1)'}\rangle=\beta_k,
\]

and therefore

\[
\langle e_k|\hat T|u_{k-1}\rangle=\frac{\beta_{k-1}^2+\beta_k^2}{s}=s,\qquad
\langle e_k|\hat T|v_{k-1}\rangle=\frac{\beta_k\beta_{k-1}-\beta_{k-1}\beta_k}{s}=0 .
\]

The \(v\) chain is cut off from the centre and is \(T_{k-1}\). The \(u\) chain together with the centre is a matrix \(T_k^*\), equal to \(T_k\) except that its last coupling \(\beta_{k-1}\) is replaced by \(s\).

**Q:** The quadrature needs the element at site 1, which belongs to neither chain.

**A:** It is a combination of the two. From the definitions,

\[
\beta_{k-1}u_1+\beta_kv_1=\frac{(\beta_{k-1}^2+\beta_k^2)\,e_1+(\beta_{k-1}\beta_k-\beta_k\beta_{k-1})\,e_{1'}}{s}=s\,e_1 ,
\]

so \(e_1=(\beta_{k-1}u_1+\beta_kv_1)/s\). The two blocks do not couple, hence there are no cross terms in \([f(\hat T)]_{11}\):

\[
Q=\frac{\beta_k^2}{s^2}\,G[T_{k-1}]+\frac{\beta_{k-1}^2}{s^2}\,G[T_k^*].
\]

This is the weighted average that gives the rule its name. If \(\beta_k=\beta_{k-1}\), both halves count equally. In practice one diagonalizes a matrix of order \(k-1\) and one of order \(k\), and no product with \(H\) is added.

**Q:** Are there really \(2k-1\) different nodes? The two blocks might share eigenvalues. And can a weight be negative? A negative weight would produce negative absorption.

**A:** Neither can happen. An eigenvector of a tridiagonal matrix with nonzero couplings is fixed by its first component, because the rows of the eigenvalue equation give the second component from the first, the third from the first two, and so on. If the first component were zero, the whole vector would vanish. So each weight, the square of a first component, is positive. If an eigenvalue were double, a combination of its two eigenvectors would have a vanishing first component, which was just excluded. The \(2k-1\) nodes are distinct, and the broadened spectrum is positive.

**Q:** Show me in the smallest case that the weights are right.

**A:** Take \(k=2\) and set \(\alpha_1=\alpha_2=\alpha_3=0\). Then \(T_1=0\), and \(T_2^*\) has zero diagonal and coupling \(s\), so \([(T_2^*)^2]_{11}=s^2\) and \([(T_2^*)^4]_{11}=s^4\). The rule gives

\[
Q(E^2)=\frac{\beta_1^2}{s^2}s^2=\beta_1^2,\qquad
Q(E^4)=\frac{\beta_1^2}{s^2}s^4=\beta_1^2(\beta_1^2+\beta_2^2).
\]

The true fourth moment comes from two walks, 1-2-1-2-1 and 1-2-3-2-1, with sum \(\beta_1^4+\beta_1^2\beta_2^2\). The two agree. The two-node Gauss rule gives \(\beta_1^4\) and misses the second walk.

**Q:** So the degree went from \(2k-1=3\) to \(2k=4\). You nearly doubled the nodes and gained one degree?

**A:** In general, yes. \(\hat T\) and \(J\) share \(\alpha_1,\dots,\alpha_k\) and \(\beta_1,\dots,\beta_k\). A walk of length \(2k\) can touch site \(k+1\), but it has no step left to stay there, so it uses known coefficients. At length \(2k+1\) a walk can go to site \(k+1\), stay for one step, and return. It then picks up \(\alpha_{k+1}\) in the true chain and \(\hat\alpha_{k+1}=\alpha_{k-1}\) in the mirrored one. All other walks of that length agree. Thus

\[
\int E^{2k+1}d\mu-Q(E^{2k+1})=(\alpha_{k+1}-\alpha_{k-1})\prod_{j=1}^k\beta_j^2 .
\]

A Gauss rule with one more step would be exact to degree \(2k+1\). By guaranteed degree the averaged rule therefore lies between \(k\) and \(k+1\) steps, and the count of nodes alone promises nothing more.

**Q:** Have these error formulas been compared with moments computed from \(H\) itself?

**A:** Yes, for a model exciton matrix that I will specify when we discuss its spectrum. With \(k=6\) and energies shifted and scaled so that the spectrum fills \([-1,1]\), the moments were obtained by repeated multiplication with \(H\). The Gauss rule reproduces them to rounding error up to degree 11 and misses degree 12 by \(1.960\times10^{-5}\), the value of \(\prod\beta_j^2\) in scaled units. The averaged rule is correct to rounding error up to degree 12 and misses degree 13 by \(8.895\times10^{-7}\), again the predicted value. The second error is about 22 times smaller than the first. The reason is visible in the formula: the factor \(\alpha_{k+1}-\alpha_{k-1}\) is small in this chain.

## Second half: when the extra nodes pay

**Q:** Before I object further, list what we may use.

**A:** From \(k\) products with \(H\), started at the normalized dipole vector, we have site energies \(\alpha_1,\dots,\alpha_k\) and couplings \(\beta_1,\dots,\beta_k\). They belong to a chain \(J\) whose first-site element \([f(J)]_{11}\) is the integral of \(f\) over the dipole-weighted measure \(\mu\). The absorption is \(\varepsilon_2=C\int L_\eta(\hbar\omega-E)\,d\mu\), with a Lorentzian of half width \(\eta\). The Gauss rule \(G[T_k]\) cuts the chain after site \(k\) and is exact to degree \(2k-1\). The averaged rule \(Q\) continues the chain by its mirror image, with \(\hat\alpha_{k+j}=\alpha_{k-j}\) and \(\hat\beta_{k+j}=\beta_{k-1-j}\). It has \(2k-1\) nodes, splits into \(G[T_{k-1}]\) and \(G[T_k^*]\), where the last coupling of \(T_k^*\) is \(s=(\beta_{k-1}^2+\beta_k^2)^{1/2}\), and is in general exact to degree \(2k\).

**Q:** One extra degree is a poor return. Why use the rule at all?

**A:** Because the mirrored coefficients can be nearly right far beyond site \(k\). Consider the ideal case \(\alpha_j=\alpha\), \(\beta_j=\beta\) for all \(j\ge r\), with \(r\le k-1\). The mirrored site energies \(\alpha_{k-j}\) are correct as long as \(k-j\ge r\), that is, up to site \(2k-r\). The mirrored couplings \(\beta_{k-1-j}\) are correct as long as \(k-1-j\ge r\), that is, up to coupling number \(2k-r-1\). The first wrong element is coupling number \(2k-r\), which has the value \(\beta_{r-1}\) instead of \(\beta\). For \(r=1\) it is zero, because the mirrored chain ends there. A closed walk needs \(2(2k-r)\) steps to cross that coupling and return. The first error, if \(\beta_{r-1}\ne\beta\), is therefore at degree

\[
m=4k-2r .
\]

For \(k=6\) this gives 22, 20 and 18 for \(r=1,2,3\), and a direct comparison of moments found the same degrees. The Gauss rule with the same six steps fails at degree 12. For \(r=1\) the mirrored matrix is \(T_{2k-1}\) itself, so the rule is the Gauss rule of \(2k-1\) steps.

**Q:** A real exciton chain will not have constant coefficients. The electron and hole attract each other at long range.

**A:** Then let us take a model with such an attraction. It is a one-dimensional crystal with one valence and one conduction band, 801 \(k\) points and round parameters. With \(\kappa\) the wave number times the lattice constant, the pair energy is

\[
E(\kappa)=2\ \text{eV}+(1\ \text{eV})(1-\cos\kappa).
\]

This gives a gap of 2 eV and a pair bandwidth of 2 eV. In the relative coordinate \(r\), counted in lattice constants, the interaction is \(-U/(1+|r|)\) with \(U=1\) eV, plus a repulsion \(2J_x\) at \(r=0\) with \(J_x=0.1\) eV from the exchange term. The dipole length is \(d_\kappa=(0.1\ \text{nm})(2\ \text{eV})/E(\kappa)\), the cell volume is 0.1 nm³, and \(\eta=0.05\) eV.

In the coordinate \(r\), the constant part of \(E(\kappa)\) is a site energy of 3 eV, and the cosine is a hopping of magnitude 0.5 eV. If the dipole vector sat at \(r=0\) alone, symmetry would make Lanczos vector \(n\) the even combination of \(r=\pm(n-1)\), up to a sign. Then for \(n\ge2\)

\[
\alpha_n=3\ \text{eV}-\frac{U}{n},\qquad \beta_n=0.5\ \text{eV}.
\]

**Q:** Your dipole vector is not local, since \(d_\kappa\) depends on \(\kappa\).

With no extra products with \(H\), the averaged rule gives \(2k-1\) nodes with positive weights and is in general exact to degree \(2k\), and to much higher degree when the chain coefficients soon become constant. It remains to see how the non-local dipole vector changes the coefficients of the model exciton, how much the rule improves the broadened spectrum, and where it fails to pay.
